# Electronic friction on a slow atom in a homogeneous electron gas

A molecular-dynamics simulation of an atom scattering from a metal surface must decide whether to add an electronic friction force $-\eta\,\dot{\mathbf R}$ to the adiabatic force, and what value of $\eta$ to give each element at each position. The first decision compares the damping time $M/\eta$ of an atom of mass $M$ with the time it spends in the electron density of the metal. The second is whether $\eta$ may be scaled from one element to another, for instance as $Z^2$, or must be computed for each atomic number $Z$. The local-density friction approximation (LDFA) answers both with the friction coefficient of the atom in a homogeneous electron gas, and that coefficient is fixed by the scattering phase shifts at the Fermi level.

Hartree atomic units are used, $\hbar=m_e=e=4\pi\varepsilon_0=1$, so an electron's wave vector, momentum and velocity are the same number. The gas is spin-unpolarized, at zero temperature, with density $n=2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3=k_F^3/3\pi^2$. With $n=3/(4\pi r_s^3)$ this gives $k_F=(9\pi/4)^{1/3}/r_s$. The atom is heavy enough that its recoil is negligible and moves with constant velocity $\mathbf v=v\hat{\mathbf z}$, $v\ll k_F$. The electrons are independent particles in an effective potential $V(r)$ carried by the atom. It is spherical, spin-independent, screened at large $r$ and behaves as $-Z/r$ at the nucleus. This is a mean-field picture, and dynamical exchange–correlation effects lie outside it.

In the rest frame of the atom the potential is static and collisions are elastic. An electron with laboratory velocity $\mathbf p$ has $\mathbf k=\mathbf p-\mathbf v$, so the occupation $g(\mathbf k)$ is 1 for $|\mathbf k+\mathbf v|<k_F$ and 0 otherwise. One electron in a volume $\mathcal V$ carries a flux $k/\mathcal V$ and scatters into the solid angle $d\Omega'$ at the rate $(k/\mathcal V)|f_k(\gamma)|^2d\Omega'$, where $f_k$ is the scattering amplitude and $\gamma$ the angle between $\mathbf k$ and $\mathbf k'$. Each event gives the atom the momentum $\mathbf k-\mathbf k'$. With $\sum_{\mathbf k}\to\mathcal V\int d^3k/(2\pi)^3$, a factor 2 for spin, and empty final states required,

$$\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,k\int d\Omega'\,|f_k(\gamma)|^2\,(\mathbf k-\mathbf k')\,g(\mathbf k)\,[1-g(\mathbf k')].$$

The blocking term contains $g(\mathbf k)g(\mathbf k')|f_k(\gamma)|^2$, which is symmetric under exchange of the two directions at fixed $k=k'$, multiplied by $\mathbf k-\mathbf k'$, which is antisymmetric. Its double angular integral vanishes: every blocked event has a blocked reverse event of opposite momentum transfer. In the remaining term the component of $\mathbf k'$ perpendicular to $\mathbf k$ averages to zero over the azimuth, and the parallel component is $\mathbf k\cos\gamma$. Hence

$$\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,g(\mathbf k)\,k\,\mathbf k\,\sigma_{\rm tr}(k),\qquad \sigma_{\rm tr}(k)=\int d\Omega\,|f_k(\gamma)|^2(1-\cos\gamma).$$

The transport cross section $\sigma_{\rm tr}$ discounts forward scattering, which transfers no momentum.

Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\hat{\mathbf z}$. The edge of the occupied region solves $K^2+2Kv\mu+v^2=k_F^2$, so $K(\mu)=-v\mu+\sqrt{k_F^2-v^2(1-\mu^2)}$. The azimuth gives $2\pi$, the prefactor is $2\cdot2\pi/8\pi^3=1/2\pi^2$, and the radial integrand is $k^2\cdot k\cdot k\mu\,\sigma_{\rm tr}$:

$$F_z=\frac1{2\pi^2}\int_{-1}^{1}d\mu\,\mu\,G(K(\mu)),\qquad G(K)=\int_0^Kdk\,k^4\sigma_{\rm tr}(k).$$

Expanding in $v$, with $K=k_F-v\mu-v^2(1-\mu^2)/2k_F+\dots$, the zeroth-order term $G(k_F)$ and both second-order terms, $-G'v^2(1-\mu^2)/2k_F$ and $\frac12G''v^2\mu^2$, are even in $\mu$ and vanish against the factor $\mu$. The first-order term is $-v\mu\,G'(k_F)$, and $\int\mu^2d\mu=2/3$ gives

$$F_z=-\frac{k_F^4\,\sigma_{\rm tr}(k_F)}{3\pi^2}\,v=-\eta v,\qquad \eta=n\,k_F\,\sigma_{\rm tr}(k_F),$$

with corrections of relative order $v^2$ for a fixed potential. The force opposes the motion because the atom meets more electrons moving against it. Only a shell of thickness $v$ at the Fermi surface contributes, so $\sigma_{\rm tr}$ is needed only at $k_F$ and only for the potential of the atom at rest. A distortion of $V$ of order $v$ changes the shell contribution at order $v^2$, and on a fully occupied energy shell every final state is blocked whatever the shape of $V$. At finite temperature the expansion $g(\varepsilon+kv\mu)\approx g+kv\mu\,\partial g/\partial\varepsilon$ replaces $k_F^4\sigma_{\rm tr}/3\pi^2$ by its average over $-\partial g/\partial\varepsilon$.

The amplitude follows from the radial functions $u_l$, which obey $u_l''=[U+l(l+1)/r^2-k^2]u_l$ with $U=2V$ and are normalized to $u_l\to\sin(y_l+\delta_l)$, $y_l=kr-l\pi/2$. The plane wave is $\sum_l(2l+1)i^lj_l(kr)P_l$ with $kr\,j_l\to\sin y_l$. Replacing $\sin y_l$ by $e^{i\delta_l}\sin(y_l+\delta_l)$ leaves the incoming wave unchanged, because $e^{i\delta}\sin(y+\delta)-\sin y=e^{iy}(e^{2i\delta}-1)/2i$. Since $i^le^{-il\pi/2}=1$, the coefficient of $e^{ikr}/r$ is

$$f_k=\frac1k\sum_l(2l+1)\,t_l\,P_l(\mu),\qquad t_l=\frac{e^{2i\delta_l}-1}{2i}=e^{i\delta_l}\sin\delta_l,$$

where $\mu$ now denotes $\cos\gamma$. Orthogonality, $\int P_lP_{l'}d\mu=2\delta_{ll'}/(2l+1)$, gives $\int|f|^2d\Omega=(4\pi/k^2)\sum_l(2l+1)\sin^2\delta_l$. For the term in $\cos\gamma$ the recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ and orthogonality give

$$(2l+1)(2l'+1)\int_{-1}^1\mu P_lP_{l'}\,d\mu=2(l+1)\,\delta_{l',l+1}+2l\,\delta_{l',l-1}.$$

The double sum over $t_lt_{l'}^*$ therefore holds $2(l+1)t_lt_{l+1}^*$ and $2l\,t_lt_{l-1}^*$. Shifting $l\to l+1$ in the second turns it into the complex conjugate of the first, and $\operatorname{Re}t_lt_{l+1}^*=\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})$. With the azimuthal $2\pi/k^2$,

$$\sigma_{\rm tr}=\frac{4\pi}{k^2}\sum_l\Big[(2l+1)\sin^2\delta_l-2(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1})\Big].$$

Write $2l+1=(l+1)+l$ and shift the index in $\sum_l l\sin^2\delta_l=\sum_l(l+1)\sin^2\delta_{l+1}$. Each $l$ then carries $(l+1)$ times $\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)$, with $a=\delta_l$ and $b=\delta_{l+1}$. Expanding the cosine produces $-2\sin^2a\sin^2b-2\sin a\sin b\cos a\cos b$, and the whole becomes $\sin^2a\cos^2b+\sin^2b\cos^2a-2\sin a\cos b\sin b\cos a=\sin^2(a-b)$. Thus

$$\sigma_{\rm tr}=\frac{4\pi}{k_F^2}S,\qquad S=\sum_{l=0}^\infty(l+1)\sin^2(\delta_l-\delta_{l+1}),\qquad \eta=\frac{k_F^4}{3\pi^2}\frac{4\pi}{k_F^2}S=\frac{4k_F^2}{3\pi}S .$$

The sum $S$ is the dimensionless part of the friction. The density enters through the prefactor and through the phases at $k_F$.

The same coefficient describes the creation of electron–hole pairs by a vibrating atom, the case relevant to an adsorbate. For a displacement $x_0\cos\omega t$ along $z$, the potential changes by $-x_0\cos\omega t\,\partial_zV$, and the part that raises the energy by $\omega$ has amplitude $-\frac12x_0\partial_zV$. The golden rule gives the rate $W=2\pi(x_0/2)^2\sum_{ab}|\langle b|\partial_zV|a\rangle|^2g_a(1-g_b)\delta(\varepsilon_b-\varepsilon_a-\omega)$, where $a,b$ are exact eigenstates in $V$. At zero temperature $\varepsilon_a$ lies in a window of width $\omega$ below $\varepsilon_F$, which for small $\omega$ excludes bound states. With energy-normalized states and $\Sigma$ the sum of squared matrix elements over spin and angular labels at $\varepsilon_F$, the rate is $W=\frac\pi2x_0^2\omega\Sigma$ and the power is $\omega W$. A friction force dissipates $\eta\langle\dot x^2\rangle=\frac12\eta x_0^2\omega^2$, so $\eta=\pi\Sigma$. For the normalization, a large sphere of radius $R$ has radial amplitude $\sqrt{2/R}$ and level spacing $\Delta\varepsilon=k\pi/R$. Absorbing the density of levels $R/\pi k$ into each state gives the radial function $\sqrt{2/\pi k}\,u_l$.

Since $\partial_zV=V'(r)\cos\theta$, the angular sum is $\sum_{mm'}|\langle l'm'|\cos\theta|lm\rangle|^2$. The addition theorem $\sum_mY_{lm}(\hat{\mathbf r})Y_{lm}^*(\hat{\mathbf r}')=(2l+1)P_l(\cos\gamma)/4\pi$, used twice, turns it into a double angular integral of $\cos\theta\cos\theta'\,(2l+1)(2l'+1)P_lP_{l'}/16\pi^2$. The rest of the integrand depends only on $\gamma$, so $\cos\theta\cos\theta'$ may be averaged over the three axes, giving $\frac13\cos\gamma$. The measure contributes $4\pi\cdot2\pi\,d\mu$, so the prefactor is $1/6$, and the Legendre integral above gives $(l+1)/3$ for $l'=l+1$. Only neighbouring $l$ are coupled.

The radial integral is exact in terms of phases. Put $L=l+1$, $u=u_l$, $w=u_{l+1}$, $A=u'-Lu/r$ and $B=w'+Lw/r$. The centrifugal terms are $L(L-1)/r^2$ for $u$ and $L(L+1)/r^2$ for $w$, so

$$A'=(U-k^2)u+\frac{L^2u}{r^2}-\frac{Lu'}{r}=(U-k^2)u-\frac LrA,\qquad B'=(U-k^2)w+\frac{L^2w}{r^2}+\frac{Lw'}{r}=(U-k^2)w+\frac LrB .$$

In $(AB)'$ the terms $\mp LAB/r$ cancel and leave $(U-k^2)(uB+wA)=(U-k^2)(uw)'$. Therefore $Q=AB-(U-k^2)uw$ satisfies $Q'=-U'uw$. At the origin $u\sim r^{l+1}$ and $w\sim r^{l+2}$. The leading power cancels in $A$, so $A$ and $B$ are both of order $r^{l+1}$, $Uuw$ is of order $r^{2l+2}$, and $Q(0)=0$. At infinity $u=\sin\alpha_1$ and $w=\sin\alpha_2$ with $\alpha_1-\alpha_2=\pi/2+\delta_l-\delta_{l+1}$, and $Q=k^2\cos(\alpha_1-\alpha_2)=-k^2\sin(\delta_l-\delta_{l+1})$. Hence

$$\int_0^\infty u_l\,U'\,u_{l+1}\,dr=Q(0)-Q(\infty)=k^2\sin(\delta_l-\delta_{l+1}).$$

With $V'=U'/2$ the energy-normalized radial element is $(2/\pi k)(k^2/2)\sin(\delta_l-\delta_{l+1})=(k/\pi)\sin(\delta_l-\delta_{l+1})$. Two spins and the two transitions $l\to l+1$ and $l+1\to l$ give $\eta=\pi\cdot4\cdot(k_F/\pi)^2\sum_l\frac{l+1}3\sin^2(\delta_l-\delta_{l+1})=4k_F^2S/3\pi$, the same result. Each term of $S$ is the strength of one dipole channel for pair creation.

The dependence on $Z$ needs the phases in absolute value, not modulo $\pi$. Let $\hat\jmath_l=x j_l(x)$ and $\hat n_l=x\,\mathsf y_l(x)$ be the Riccati–Bessel functions, with $\hat n_l\to-\cos y_l$, and write $\hat\jmath_l=\mathcal M\sin\theta_l$, $-\hat n_l=\mathcal M\cos\theta_l$ with $\mathcal M>0$. Then $\theta_l(0)=0$, and the constant Wronskian gives $\theta_l'=1/\mathcal M^2>0$. Outside the potential $u_l=\hat\jmath_l\cos\delta_l-\hat n_l\sin\delta_l=\mathcal M\sin(\theta_l+\delta_l)$. The multiple of $\pi$ in $\delta_l$ is fixed by requiring the integer part of $[\theta_l(kR)+\delta_l]/\pi$ to equal the number of nodes of $u_l$ in $(0,R)$. By the oscillation theorem this number is also the number of levels below $k^2/2$, bound ones included, in a sphere with a hard wall at $R$, and the $j$-th level obeys $\theta_l(kR)+\delta_l=j\pi$.

Two results follow. As $k\to0$, matching to an interior logarithmic derivative $\beta$ gives $\tan\delta_l=(k\hat\jmath_l'-\beta\hat\jmath_l)/(k\hat n_l'-\beta\hat n_l)\propto k^{2l+1}$, because $\hat\jmath_l\sim x^{l+1}$ and $\hat n_l\sim x^{-l}$, unless a level sits exactly at threshold. So $\delta_l\to m\pi$. The angle $\theta_l(kR)\propto(kR)^{2l+1}$ is small and positive, and for large $R$ it exceeds $|\delta_l-m\pi|$, so the integer part is $m$ and equals the number $N_l$ of bound levels. This is Levinson's theorem, $\delta_l(0)=N_l\pi$. At $k_F$, the count with the potential exceeds the free count by $\delta_l/\pi$ once the integer steps are averaged over $R$. Each level holds $2(2l+1)$ electrons, and a metal screens the nuclear charge completely, which gives the Friedel sum rule

$$\mathcal F\equiv\frac2\pi\sum_l(2l+1)\,\delta_l(k_F)=Z .$$

The oscillation with $Z$ at fixed density comes from these two facts together. The weighted sum of phases must grow linearly with $Z$, while $S$ depends on the phases only modulo $\pi$. Suppose all phases except $\delta_l$ are multiples of $\pi$. Two terms of $S$ survive, $l\sin^2\delta_l$ and $(l+1)\sin^2\delta_l$. If the open shell holds $\nu=2(2l+1)(\delta_l \bmod \pi)/\pi$ electrons, then

$$S=(2l+1)\sin^2\frac{\pi\nu}{2(2l+1)} ,$$

which is largest, $2l+1$, at half filling, where $\delta_l$ is an odd multiple of $\pi/2$, and zero for a closed shell. For a narrow resonance, half filling means that the resonance lies at the Fermi level. When several channels fill together, only phase differences count, so the extrema move and the minima stay finite.

Linear response has no such structure. From the radial equations, $(\hat\jmath_lu_l'-u_l\hat\jmath_l')'=U\hat\jmath_lu_l$ with primes now meaning $d/dr$, and the bracket tends to $-k\sin\delta_l$ at infinity. To first order in $U$ this gives $\delta_l=-k^{-1}\int U\hat\jmath_l^2dr$. The angular average of $|e^{ikz}|^2=1$ yields $\sum_l(2l+1)j_l^2=1$, so $\sum_l(2l+1)\delta_l=-2k\int Vr^2dr$. For $V=-Ze^{-\alpha r}/r$ this is $2kZ/\alpha^2$, and the Friedel rule becomes $\alpha^2=4k_F/\pi$, the Thomas–Fermi value, independent of $Z$. The Born amplitude is $f=-(1/2\pi)\int Ve^{-i\mathbf q\cdot\mathbf r}d^3r=2Z/(q^2+\alpha^2)$. With $s=q^2=2k^2(1-\mu)$, both $1-\mu$ and $d\mu$ supply a factor $1/2k^2$, and

$$\sigma_{\rm tr}^{\rm B}=\frac{2\pi Z^2}{k^4}\int_0^{4k^2}\frac{s\,ds}{(s+\alpha^2)^2}=\frac{2\pi Z^2}{k^4}\left[\ln\Big(1+\frac{4k^2}{\alpha^2}\Big)-\frac{4k^2}{4k^2+\alpha^2}\right].$$

At the Thomas–Fermi $\alpha$, $4k_F^2/\alpha^2=\pi k_F$ and $\eta^{\rm B}=(2Z^2/3\pi)[\ln(1+\pi k_F)-\pi k_F/(1+\pi k_F)]$. The $Z^2$ law holds only while all phases are small.

A one-parameter model shows the nonlinear behaviour. Keep $V=-Ze^{-\alpha r}/r$, treat the scattering exactly, and fix $\alpha(Z)$ by $\mathcal F=Z$. The solution is unique: the Wronskian argument applied to two neighbouring potentials gives $\Delta\delta_l=-k^{-1}\int\Delta U\,u_l^2dr$, so raising $\alpha$ weakens the attraction and lowers every phase. The model is not a self-consistent Kohn–Sham calculation, and $Z$ labels a model nucleus. The phases below come from Numerov integration on a logarithmic grid, matched to $\hat\jmath_l$ and $\hat n_l$ outside the potential, with node counting for the multiple of $\pi$, and $\alpha$ comes from bisection. At $r_s=2$ bohr, $k_F=0.95958$ bohr$^{-1}$, $n=0.029842$ bohr$^{-3}$, the prefactor is $4k_F^2/3\pi=0.39080$ a.u. and the Thomas–Fermi $\alpha$ is $1.10534$ bohr$^{-1}$. For a weak charge $Z=10^{-3}$ the bisection returns $\alpha=1.10546$ bohr$^{-1}$, and $\sigma_{\rm tr}$ is $1.0008$ times the Born value at that $\alpha$.

For $Z=7$ the result is $\alpha=1.709$ bohr$^{-1}$ and $\delta_0,\dots,\delta_4=4.5804,\ 1.9723,\ 0.0787,\ 0.0116,\ 0.0020$ rad. The channels hold $2(2l+1)\delta_l/\pi=2.916,\ 3.767,\ 0.251,\ 0.052,\ 0.012$ electrons, and higher $l$ complete the total of 7. The sines of the differences for $l=0,\dots,3$ are $0.50851,\ 0.94838,\ 0.06707,\ 0.00962$, so

$$S=0.50851^2+2(0.94838)^2+3(0.06707)^2+4(0.00962)^2=0.2586+1.7989+0.0135+0.0004=2.071 .$$

Then $\sigma_{\rm tr}=4\pi\times2.0713/0.95958^2=28.27$ bohr$^2$ and $\eta=0.39080\times2.071=0.809$ a.u. The atomic unit of friction, one hartree times one atomic unit of time per bohr squared, is $2.3505$ meV ps Å$^{-2}$, so $\eta=1.90$ meV ps Å$^{-2}$. For a mass of 14 u, or $25\,520$ electron masses, the velocity decays in $M/\eta=25\,520/0.809\approx3.15\times10^4$ a.u. $=0.76$ ps, and the kinetic energy in half that time. Friction matters for trajectories that stay at this density for a comparable time. This is a figure for the model potential, not for nitrogen, and $r_s=2$ bohr is a density typical of the interior of a metal; at $r_s=3$ bohr the same model gives $2.0$ ps, and the density outside a surface is lower still. Linear response gives $\eta^{\rm B}=6.6$ a.u., about eight times the nonlinear value. It corresponds to $S\approx17$, whereas $S$ cannot exceed 3 when only $\delta_0$ and $\delta_1$ differ from multiples of $\pi$.

The intermediate steps can be evaluated for the same potential. Simpson integration of $\int u_lU'u_{l+1}dr/k_F^2$ over the Numerov functions gives $0.50850,\ 0.94838,\ 0.06707,\ 0.00962$, and the golden-rule sum built from them gives $\eta=0.80945$ a.u. against $0.80946$ a.u. from the phases. For blocking, take the directions $\mu<0.3$ as occupied and integrate $(\mu-\mu')|f|^2$ over occupied $\mu$ and empty final directions only. Gauss–Legendre quadrature gives $-12.862$ bohr$^2$, which equals the unblocked value $\sigma_{\rm tr}\int_{-1}^{0.3}\mu\,d\mu=28.268\,(0.3^2-1)/2$. The finite-velocity integral over $G(K(\mu))$, with $k^4\sigma_{\rm tr}(k)$ fitted by a polynomial near $k_F$, gives $-F_z/v=0.80952$ and $0.80948$ a.u. at $v=0.04$ and $0.02$ a.u. The two deviations from $\eta$ stand in the ratio $4.01$, as a $v^2$ correction requires. They measure only the kinematic correction with the potential held fixed.

Across the series at $r_s=2$, $\delta_1/\pi$ rises steadily, from $0.045$ at $Z=1$ through $0.491$ at $Z=6$, $1.005$ at $Z=10$ and $1.574$ at $Z=15$ to $1.857$ at $Z=18$, while $\eta$ rises and falls. It has a weak maximum of $0.43$ a.u. at $Z=2$, maxima of $0.86$ at $Z=6$, $0.97$ at $Z=15$, $2.10$ at $Z=22$ and $0.90$ at $Z=33$, and deep minima of $0.17$ at $Z=11$ and $0.083$ at $Z=28$. The minima at $Z=3$, 17 and 35, with $0.41$, $0.86$ and $0.80$ a.u., are shallow. At the maximum at $Z=6$ the p channel is half filled, $\delta_1=0.491\pi$, though $\delta_1(k)$ varies too slowly at $k_F$ for a sharp resonance there. Yet $S=2.19$ and not 3. The reason is visible in the phases: $\delta_0=1.343\pi$ is not a multiple of $\pi$, so $\delta_0-\delta_1=0.852\pi$ and the $l=0$ term is about $0.2$ instead of 1, while the $l=1$ term is close to 2. Finite-difference diagonalization of the radial Hamiltonian in a large sphere finds no bound p level at $Z=4$ and one at $Z=11$, so the p level becomes bound in between. At $Z=10$ the bound-state counts for $l=0,1,2$ are $2,1,0$, and the phases at $k=0.01$ bohr$^{-1}$ are $1.999\pi$, $1.000\pi$ and $0.000$, as Levinson's theorem states.

The minimum falls at $Z=11$ although $\delta_1$ reaches $\pi$ at $Z=10$. At the Fermi level $\delta_0$ has dropped from its threshold value $2\pi$ to $1.785\pi$, so at $Z=10$ the difference $\delta_0-\delta_1=0.780\pi$ supplies about $0.41$ of $S=0.447$. At $Z=11$ the difference is $0.813\pi$ and this term falls to about $0.31$, more than the growth of the other terms, so that $S=0.425$. The maximum at $Z=15$ is the next p shell near half filling. The one at $Z=22$ has $\delta_1=1.953\pi$ and $\delta_2=0.475\pi$, a half-filled d resonance. Its two adjacent terms can give at most 5, so part of $S=5.37$ comes from the other terms. At the deep minimum at $Z=28$ the phases $\delta_0=2.88\pi$, $\delta_1=2.03\pi$ and $\delta_2=1.00\pi$ are close to $3\pi$, $2\pi$ and $\pi$, for which the Friedel count is $6+12+10$. The departure of $\delta_0$ from $3\pi$ supplies most of the remaining $S$. The order of filling and the value of $\eta$ at a given $Z$ belong to the single-exponential potential. Replacing $e^{-\alpha r}$ by $0.35e^{-\alpha r}+0.55e^{-4\alpha r}+0.1e^{-20\alpha r}$, with $\alpha$ fixed by the same sum rule, keeps the oscillation but moves the p maximum from $Z=6$ to 8 and the following minimum from $Z=11$ to 13, and changes $\eta$ at $Z=1$, 7 and 10 from $0.20$, $0.81$ and $0.17$ to $0.09$, $0.73$ and $0.64$ a.u. Values for real elements need a self-consistent potential.

The screening constant is not monotonic: it climbs to $1.840$ bohr$^{-1}$ at $Z=9$ and falls to $1.727$ at $Z=12$. Differentiating $\mathcal F(Z,\alpha)=Z$ gives $d\alpha/dZ=(1-\partial_Z\mathcal F)/\partial_\alpha\mathcal F$ with $\partial_\alpha\mathcal F<0$, so $\alpha$ falls wherever one more unit of nuclear charge draws in less than one electron at fixed $\alpha$. That the closing of the p shell causes this weak response is a conjecture suggested by the coincidence in $Z$.

At $r_s=3$ bohr, with $k_F=0.63972$ bohr$^{-1}$ and prefactor $0.17369$ a.u., the maxima lie at $Z=1$, 6, 14, 23 and 32 ($0.14$, $0.35$, $0.35$, $0.89$, $0.35$ a.u., the first a weak one, with $\eta=0$ at $Z=0$) and the minima at $Z=3$, 10, 18, 28 and 35 ($0.089$, $0.029$, $0.089$, $0.010$, $0.10$ a.u.). The ratio of $S$ at the first p maximum to the following minimum grows from $5.2$ at $r_s=2$ to $12$. At that minimum $\delta_1=1.022\pi$ and $\delta_2=0.008\pi$, closer to multiples of $\pi$ than the values $1.106\pi$ and $0.043\pi$ at $r_s=2$. These phases leave the terms with $l\ge1$ below $0.01$ together, against about $0.12$ at $r_s=2$, so nearly all of $S=0.166$ is the $l=0$ term, about $0.16$ against $0.31$; both parts shrink, the $l=0$ term by the larger amount. The threshold law $\tan\delta_l\propto k^{2l+1}$ suggests that lower density sharpens the oscillation in general, but two densities leave this a conjecture.

The LDFA carries the result to a surface by setting $\eta(\mathbf R)=\eta[n_0(\mathbf R)]$, with $n_0$ the density of the bare surface at the position of the atom. This is an added assumption, not a consequence of the derivation. The density dependence differs by element: between $r_s=2$ and 3 the model $\eta$ falls from $0.20$ to $0.14$ a.u. for $Z=1$, from $0.81$ to $0.31$ for $Z=7$ and from $0.17$ to $0.029$ for $Z=10$, so $\eta(n)$ must be tabulated separately for each $Z$. The approximation requires $n_0$ to vary little over the screening cloud, a condition that is strained in the exponential tail outside a metal. It gives a scalar, whereas the golden-rule expression with $\partial_iV$ and $\partial_jV$ is a tensor, which for a surface distinguishes normal from parallel motion and for a molecule couples different atoms; assigning each atom its own $\eta$ drops those couplings. It replaces the Fermi-level states of the solid by plane waves, so it has no meaning in an insulator and ignores d-band structure. If the embedded atom carries a spin moment, the factor 2 for spin becomes a sum, $\eta=(2k_F^2/3\pi)(S_\uparrow+S_\downarrow)$, with separate phases for each spin. If a resonance at the Fermi level is narrower than $k_Fv$, $\omega$ or the thermal energy, the value of $S$ at $k_F$ no longer represents the states that take part, and a friction coefficient without memory ceases to describe the energy loss.
